# Electrostatic pressure on conductors across a vacuum gap: test program

```python
"""Electrostatic pressure on ideal conductors facing each other across vacuum.

Result under test: P = eps0 * E**2 / 2, directed out of the metal into the gap,
which is about 44 kPa at E = 1 MV/cm.
E: field at the surface (V/m); sigma: surface charge density (C/m^2);
P: force per area on one conductor (Pa); eps0: vacuum permittivity (F/m).
All calculations are in SI units unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, trapezoid

eps0 = const.epsilon_0
field = 1.0e6 / 1.0e-2
gap = 20e-9
wall_height = 100e-9
wall_length = 1e-6

sigma = eps0 * field
pressure = eps0 * field**2 / 2
voltage = field * gap
wall_force = pressure * wall_height * wall_length
assert abs(pressure / 1e3 - 44) < 0.5


# Direct Coulomb force between two uniformly charged, opposite square sheets.
def coulomb_sheet_pressure(side_over_gap):
    """Attraction per area; pair offsets u, v carry overlap weights."""
    nodes, weights = np.polynomial.legendre.leggauss(240)
    s_max = np.arcsinh(side_over_gap)
    s = 0.5 * s_max * (nodes + 1)
    offset = gap * np.sinh(s)
    side = gap * side_over_gap
    w = 0.5 * s_max * weights * gap * np.cosh(s) * (side - offset)
    distance_sq = offset[:, None]**2 + offset[None, :]**2 + gap**2
    integral = 4 * (w @ (gap / distance_sq**1.5) @ w)
    return sigma**2 / (4 * np.pi * eps0) * integral / side**2


side_ratios = [10, 100, 1000, 100000]
sheet_pressures = [coulomb_sheet_pressure(r) for r in side_ratios]
deficits = [1 - p / pressure for p in sheet_pressures]
assert all(a > b > 0 for a, b in zip(deficits, deficits[1:]))
# The remaining edge correction is of order (gap/side)*log(side/gap).
assert deficits[-1] < 3e-4


# Charge layers of finite thickness: Gauss's law, then the force integral.
x = np.linspace(0, 1e-9, 20001)
z = x / 1e-9
profiles = {
    "exponential": np.exp((z - 1) / 0.1),
    "two-peaked": np.exp(-((z - .3) / .05)**2)
    + 3 * np.exp(-((z - .7) / .08)**2),
    "sign-changing": 2 * np.exp(-((z - .7) / .08)**2)
    - np.exp(-((z - .4) / .06)**2),
}
layer_pressures = {}
for name, shape in profiles.items():
    rho = sigma * shape / trapezoid(shape, x)
    local_field = cumulative_trapezoid(rho, x, initial=0) / eps0
    layer_pressures[name] = trapezoid(rho * local_field, x)
    assert np.isclose(layer_pressures[name], pressure, rtol=1e-5)


# Two parallel round wires, represented outside the metal by line charges.
radius = 10e-9
separation = 2 * radius + gap


def wire_field(px, py, centre_distance, line_charge):
    b = np.sqrt((centre_distance / 2)**2 - radius**2)
    left_sq = (px + b)**2 + py**2
    right_sq = (px - b)**2 + py**2
    factor = line_charge / (2 * np.pi * eps0)
    ex = factor * ((px + b) / left_sq - (px - b) / right_sq)
    ey = factor * (py / left_sq - py / right_sq)
    return ex, ey


def wire_voltage(centre_distance, line_charge):
    end = centre_distance / 2 - radius
    return quad(lambda px: wire_field(px, 0.0, centre_distance,
                                      line_charge)[0],
                -end, end, epsabs=1e-12, epsrel=1e-11)[0]


trial_charge = 1e-10
line_charge = trial_charge * voltage / wire_voltage(separation, trial_charge)
angle = np.linspace(0, 2 * np.pi, 2000, endpoint=False)
ex, ey = wire_field(-separation / 2 + radius * np.cos(angle),
                    radius * np.sin(angle), separation, line_charge)
tangential = -ex * np.sin(angle) + ey * np.cos(angle)
assert np.max(np.abs(tangential)) < 1e-9 * np.max(np.hypot(ex, ey))
local_pressure = eps0 * (ex**2 + ey**2) / 2
surface_attraction = 2 * np.pi * radius * np.mean(
    local_pressure * np.cos(angle))

step = 1e-3 * separation
v_plus = wire_voltage(separation + step, line_charge)
v_minus = wire_voltage(separation - step, line_charge)
force_fixed_charge = -0.5 * line_charge * (v_plus - v_minus) / (2 * step)
# At fixed voltage, field energy and energy of the source both change.
q_plus = line_charge * voltage / v_plus
q_minus = line_charge * voltage / v_minus
field_energy_slope = 0.5 * voltage * (q_plus - q_minus) / (2 * step)
source_energy_slope = -voltage * (q_plus - q_minus) / (2 * step)
force_fixed_voltage = -(field_energy_slope + source_energy_slope)
force_without_source = -field_energy_slope
assert surface_attraction > 0
assert np.isclose(force_fixed_charge, -surface_attraction, rtol=1e-4)
assert np.isclose(force_fixed_voltage, -surface_attraction, rtol=1e-4)
assert force_without_source > 0


# Independent unit route: P = E^2/(8 pi) in Hartree atomic units.
field_unit = const.physical_constants["atomic unit of electric field"][0]
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
pressure_au = (field / field_unit)**2 / (8 * np.pi)
assert np.isclose(pressure_au * hartree / bohr**3, pressure, rtol=1e-7)

print(f"Vacuum permittivity: {eps0:.6e} F/m")
print(f"Field: {field:.3e} V/m")
print(f"Gap: {gap * 1e9:.1f} nm")
print(f"Voltage across gap: {voltage:.3f} V")
print(f"Surface charge density: {sigma:.5e} C/m^2")
print(f"Elementary charges per area: {sigma / const.e * 1e-18:.5f} nm^-2")
print(f"Pressure on one wall: {pressure / 1e3:.3f} kPa")
print(f"Same pressure: {pressure_au:.4e} hartree/bohr^3")
print(f"Wrong value from full field: {sigma * field / 1e3:.3f} kPa")
print(f"Pressure / standard atmosphere: {pressure / const.atm:.4f}")
print(f"Wall height: {wall_height * 1e9:.1f} nm")
print(f"Wall length: {wall_length * 1e6:.1f} micrometre")
print(f"Uniform-field force on one wall: {wall_force * 1e9:.3f} nN")
for ratio, value in zip(side_ratios, sheet_pressures):
    print(f"Coulomb sheets, side/gap {ratio}: {value / 1e3:.3f} kPa")
for name, value in layer_pressures.items():
    print(f"Charge layer, {name}: {value / 1e3:.3f} kPa")
print(f"Wire radius: {radius * 1e9:.1f} nm")
print(f"Wire centre distance: {separation * 1e9:.1f} nm")
print(f"Wire pressure, facing point: {local_pressure[0] / 1e3:.3f} kPa")
print(f"Wire pressure, far point: {local_pressure[1000] / 1e3:.3f} kPa")
print(f"Wire attraction from pressure: {surface_attraction * 1e3:.5f} mN/m")
print("Wire forces along increasing distance:")
print(f"  energy, fixed charge: {force_fixed_charge * 1e3:.5f} mN/m")
print(f"  energy, fixed voltage: {force_fixed_voltage * 1e3:.5f} mN/m")
print(f"  source omitted (wrong): {force_without_source * 1e3:.5f} mN/m")
print("all good")
```

Output:

```
Vacuum permittivity: 8.854188e-12 F/m
Field: 1.000e+08 V/m
Gap: 20.0 nm
Voltage across gap: 2.000 V
Surface charge density: 8.85419e-04 C/m^2
Elementary charges per area: 0.00553 nm^-2
Pressure on one wall: 44.271 kPa
Same pressure: 1.5047e-09 hartree/bohr^3
Wrong value from full field: 88.542 kPa
Pressure / standard atmosphere: 0.4369
Wall height: 100.0 nm
Wall length: 1.0 micrometre
Uniform-field force on one wall: 4.427 nN
Coulomb sheets, side/gap 10: 29.737 kPa
Coulomb sheets, side/gap 100: 41.545 kPa
Coulomb sheets, side/gap 1000: 43.869 kPa
Coulomb sheets, side/gap 100000: 44.264 kPa
Charge layer, exponential: 44.271 kPa
Charge layer, two-peaked: 44.271 kPa
Charge layer, sign-changing: 44.271 kPa
Wire radius: 10.0 nm
Wire centre distance: 40.0 nm
Wire pressure, facing point: 76.577 kPa
Wire pressure, far point: 8.509 kPa
Wire attraction from pressure: 0.92596 mN/m
Wire forces along increasing distance:
  energy, fixed charge: -0.92596 mN/m
  energy, fixed voltage: -0.92597 mN/m
  source omitted (wrong): 0.92597 mN/m
all good
```
